# Two-body energies from fractional parentage: p³ terms from p² terms

Consider $N$ electrons in one shell of orbital quantum number $l$, the configuration $l^N$. Each electron has the same fixed radial function, and its state is specified by $m$ and $m_s=\pm\tfrac12$. The antisymmetric, normalized states of the shell are written $|l^N\alpha SLM_SM_L\rangle$, where $S$ and $L$ are the total spin and orbital quantum numbers and $\alpha$ distinguishes terms that share the same $S$ and $L$. Quantities with a bar, $\bar S$ and $\bar L$, belong to states of $l^{N-1}$, and $\beta$ plays the role of $\alpha$ there. The operator of interest is

$$G=\sum_{i<j}^{N} g_{ij},\qquad g_{ij}=g_{ji},$$

which acts within the shell and is scalar under rotations of all spins and, separately, under rotations of all orbital motions. The Coulomb repulsion is of this kind. Kinetic energy and nuclear attraction are one-body operators and are not part of $G$; within one shell they add the same constant to every term. The word energy below means a matrix element of $G$.

The first step is to count pairs. Let $\Psi$ and $\Psi'$ be two antisymmetric states of $l^N$, and let $P$ be a permutation of the electrons that carries the pair $(1,2)$ into the pair $(i,j)$, so that $g_{ij}=Pg_{12}P^{-1}$. Since $P^{-1}\Psi=\pm\Psi$ and $P^{-1}\Psi'=\pm\Psi'$ with the same sign, the two signs cancel:

$$\langle\Psi|g_{ij}|\Psi'\rangle=\langle P^{-1}\Psi|g_{12}|P^{-1}\Psi'\rangle=\langle\Psi|g_{12}|\Psi'\rangle .$$

Every pair contributes equally, and there are $N(N-1)/2$ of them. Now let $G'$ contain only the pairs among electrons $1,\dots,N-1$, of which there are $(N-1)(N-2)/2$. Then

$$\langle\Psi|G|\Psi'\rangle=\tfrac{N(N-1)}{2}\langle\Psi|g_{12}|\Psi'\rangle,\qquad
\langle\Psi|G'|\Psi'\rangle=\tfrac{(N-1)(N-2)}{2}\langle\Psi|g_{12}|\Psi'\rangle .$$

For $N\ge3$ the second relation can be solved for the element of $g_{12}$ and inserted in the first:

$$\langle\Psi|G|\Psi'\rangle=\frac{N}{N-2}\,\langle\Psi|G'|\Psi'\rangle. \tag{1}$$

The factor corrects for the pairs that involve electron $N$, which $G'$ leaves out. For $N=2$ there are no pairs left in $G'$, and the relation says nothing. For a one-body operator the same counting compares $N$ electrons with $N-1$ and gives the factor $N/(N-1)$. This is why the one-body energy has to be kept apart.

The operator $G'$ does not touch electron $N$, so it is natural to write $\Psi$ in a form that singles this electron out. For any fixed state of electron $N$, the dependence of $\Psi$ on the other electrons is antisymmetric and lies in the shell. It can therefore be expanded in the states of $l^{N-1}$. Thus $\Psi$ is a combination of products of a state $|l^{N-1}\beta\bar S\bar L\bar M_S\bar M_L\rangle$ and a one-electron state $|m_sm\rangle$. These products can be coupled with Clebsch–Gordan coefficients to definite total spin and orbital angular momentum. Because $\Psi$ has the quantum numbers $SLM_SM_L$, only coupled states with these same quantum numbers can occur:

$$|l^N\alpha SL\rangle=\sum_{\beta\bar S\bar L}|(l^{N-1}\beta\bar S\bar L)\,l;SL\rangle\,(\beta\bar S\bar L|\}\alpha SL). \tag{2}$$

The magnetic quantum numbers are omitted because the coefficients do not depend on them: the total raising and lowering operators change both sides in the same way. The coefficients $(\beta\bar S\bar L|\}\alpha SL)$ are the coefficients of fractional parentage, and the states of $l^{N-1}$ are the parents. With the usual phases the $z$ components and the raising and lowering operators of spin and orbital angular momentum, and hence $\mathbf S^2$ and $\mathbf L^2$, have real matrices in the basis of determinants, so the states and these coefficients can be chosen real. The reversed symbol $(\alpha SL\{|\beta\bar S\bar L)$ denotes the same number.

A single coupled state on the right of (2) is antisymmetric in the first $N-1$ electrons, but in general not in all $N$. The sum is antisymmetric in all of them. The coupled states are orthonormal, so normalization of the left side gives

$$\sum_{\beta\bar S\bar L}(\beta\bar S\bar L|\}\alpha SL)^2=1 .$$

The square of a coefficient is thus the probability of finding the other $N-1$ electrons in the given parent term when one electron is singled out.

Next, $G'$ is inserted between two expansions of the form (2). It acts on the parent alone. Being scalar in spin and orbital space, it commutes with the spin and orbital angular momenta of the parent. Its matrix elements therefore vanish unless $\bar S$, $\bar L$, $\bar M_S$ and $\bar M_L$ agree on the two sides, and their values do not depend on $\bar M_S$ and $\bar M_L$. The squares of the Clebsch–Gordan coefficients then sum to one, which leaves

$$\langle(\beta\bar S\bar L)l;SL|G'|(\beta'\bar S'\bar L')l;SL\rangle
=\delta_{\bar S\bar S'}\delta_{\bar L\bar L'}\,\langle l^{N-1}\beta\bar S\bar L|G|l^{N-1}\beta'\bar S\bar L\rangle .$$

On the right, $G$ is the full two-body operator of the $(N-1)$-electron shell. Combined with (1), this gives the general result

$$\begin{aligned}
\langle l^N\alpha SL|G|l^N\alpha'SL\rangle=\frac{N}{N-2}\sum_{\bar S\bar L}\sum_{\beta\beta'}&(\alpha SL\{|\beta\bar S\bar L)\,(\beta'\bar S\bar L|\}\alpha'SL)\\
&\times\langle l^{N-1}\beta\bar S\bar L|G|l^{N-1}\beta'\bar S\bar L\rangle .
\end{aligned}\tag{3}$$

A constant pair interaction $g_{ij}=c$ gives a quick check of the factor. The left side for $\alpha=\alpha'$ is $cN(N-1)/2$. Each diagonal parent energy is $c(N-1)(N-2)/2$, the cross elements vanish, and the squared coefficients sum to one, so the right side has the same value.

If each pair $\bar S\bar L$ occurs at most once in $l^{N-1}$, there is nothing to sum over in $\beta\ne\beta'$. For a diagonal element the result is then a weighted mean of parent energies, multiplied by $N/(N-2)$:

$$E(l^N\alpha SL)=\frac{N}{N-2}\sum_{\bar S\bar L}w_{\bar S\bar L}\,E(l^{N-1}\bar S\bar L),\qquad w_{\bar S\bar L}=(\bar S\bar L|\}\alpha SL)^2 . \tag{4}$$

When terms are repeated among the parents, the cross elements in (3) have to be kept, unless the repeated parents are chosen so that $G$ is diagonal among them. Two other conditions also matter. The radial functions must be the same on both sides, so (3) does not directly relate the measured energies of an atom and its ion, whose orbitals differ. And an interaction that is scalar only under joint rotations of spin and orbit can connect parents with different $\bar S\bar L$. Relation (1) still holds for it, but (3) does not.

For $p^3$ the parents are the terms of $p^2$. Two orbital momenta $l=1$ couple to $L=2$ and $L=0$, which are symmetric under exchange, and to $L=1$, which is antisymmetric. Two spins give a symmetric triplet and an antisymmetric singlet. An antisymmetric total state needs opposite symmetries in the two factors, so the terms are ${}^3P$, ${}^1D$ and ${}^1S$, each occurring once. They have $9+5+1=15$ states, the number of ways to place two electrons in six spin orbitals.

In $p^3$, three parallel spins must occupy $m=1,0,-1$. This gives one state with $M_S=\tfrac32$, and it has $M_L=0$, so there is one term ${}^4S$. For $M_S=\tfrac12$, two electrons with spin up occupy different orbitals, with $m$ values summing to $1$, $0$ or $-1$, while the electron with spin down has $m=1$, $0$ or $-1$. Among these nine determinants, $M_L=2$ occurs once, $M_L=1$ twice and $M_L=0$ three times. This is the content of one $L=2$, one $L=1$ and one $L=0$. The last belongs to ${}^4S$, so the others are ${}^2D$ and ${}^2P$. The count of states is $4+10+6=20$, as it should be for three electrons in six spin orbitals.

For $p^3$, which has only three parent terms, the weights in (4) can be found without constructing any wave function, because (4) holds for every scalar two-body operator, including some whose values are already known. Two such operators, together with normalization, give three equations for the three weights; with more parents these equations do not in general fix all the weights. The square of the total spin is

$$\mathbf S^2=\sum_i\mathbf s_i^2+2\sum_{i<j}\mathbf s_i\cdot\mathbf s_j .$$

With $\mathbf s_i^2=\tfrac34$ in units of $\hbar^2$, its two-body part has the value $S(S+1)-\tfrac34N$. In the same way, since $\mathbf l_i^2=2$ in a $p$ shell, the two-body part of $\mathbf L^2$ has the value $L(L+1)-2N$. Both operators are scalar in spin and orbital space separately, so each can take the place of $G$.

Let $a$, $b$ and $c$ be the weights of ${}^3P$, ${}^1D$ and ${}^1S$ in a given term of $p^3$. In $p^2$ the spin operator has the value $2-\tfrac32=\tfrac12$ for the triplet and $-\tfrac32$ for the singlets. The orbital operator has the values $2-4=-2$, $6-4=2$ and $0-4=-4$ for ${}^3P$, ${}^1D$ and ${}^1S$. With $N/(N-2)=3$, normalization and the two uses of (4) read

$$\begin{aligned}
a+b+c&=1,\\
3\left[\tfrac12a-\tfrac32(b+c)\right]&=S(S+1)-\tfrac94,\\
3\,[-2a+2b-4c]&=L(L+1)-6 .
\end{aligned}\tag{5}$$

Inserting $b+c=1-a$ turns the second line into $6a-\tfrac92=S(S+1)-\tfrac94$. For ${}^4S$ the right side is $\tfrac{15}4-\tfrac94=\tfrac32$, so $a=1$. Then $b+c=0$, and since weights cannot be negative, $b=c=0$. The third line is satisfied, with $-6$ on both sides.

For the doublets the right side of the spin equation is $\tfrac34-\tfrac94=-\tfrac32$, so $a=\tfrac12$ and $b+c=\tfrac12$. For ${}^2D$ the third line becomes $3(-1+2b-4c)=0$, or $2b-4c=1$. Substituting $b=\tfrac12-c$ gives $1-6c=1$, hence $c=0$ and $b=\tfrac12$. The absence of ${}^1S$ is also clear from angular momentum: a parent with $\bar L=0$ and a $p$ electron can only form $L=1$. For ${}^2P$ the third line is $3(-1+2b-4c)=2-6=-4$, or $2b-4c=-\tfrac13$. The same substitution gives $1-6c=-\tfrac13$, hence $c=\tfrac29$ and $b=\tfrac12-\tfrac29=\tfrac5{18}$. The weights are

| Term of $p^3$ | ${}^3P$ | ${}^1D$ | ${}^1S$ |
|---|---|---|---|
| ${}^4S$ | $1$ | $0$ | $0$ |
| ${}^2D$ | $1/2$ | $1/2$ | $0$ |
| ${}^2P$ | $1/2$ | $5/18$ | $2/9$ |

The signs of the coefficients of fractional parentage are not determined by this argument, and they are not needed, since only squares enter (4). The numerical check finds the same weights by removing one electron from explicit $p^3$ states and projecting the remainder on the terms of $p^2$.

Multiplying the weights by three gives the energies of $p^3$:

$$\begin{aligned}
E({}^4S)&=3E({}^3P),\\
E({}^2D)&=\tfrac32E({}^3P)+\tfrac32E({}^1D),\\
E({}^2P)&=\tfrac32E({}^3P)+\tfrac56E({}^1D)+\tfrac23E({}^1S).
\end{aligned}\tag{6}$$

The meaning is direct: three electrons form three pairs, and each pair has the mean energy given by the parent weights. Nothing about the form of the interaction has been used beyond its being a scalar two-body operator. Subtracting neighbouring lines of (6) gives the intervals

$$\begin{aligned}
E({}^2D)-E({}^4S)&=\tfrac32\,[E({}^1D)-E({}^3P)],\\
E({}^2P)-E({}^2D)&=\tfrac23\,[E({}^1S)-E({}^1D)] .
\end{aligned}\tag{7}$$

For the Coulomb repulsion the energies of $p^2$ can be expressed through the Slater integrals

$$F^k=\frac{e^2}{4\pi\varepsilon_0}\int_0^\infty\!\!\int_0^\infty\frac{r_<^k}{r_>^{k+1}}R^2(r_1)R^2(r_2)\,r_1^2r_2^2\,dr_1dr_2 ,$$

where $R$ is the radial function and $r_<$ and $r_>$ are the smaller and larger of $r_1$ and $r_2$. The multipole expansion of $1/r_{12}$ gives the direct and exchange integrals of two orbitals $m$ and $m'$ as

$$J_{mm'}=\sum_kc^k(m,m)\,c^k(m',m')F^k,\qquad K_{mm'}=\sum_k[c^k(m,m')]^2F^k,$$

$$c^k(m,m')=\sqrt{\frac{4\pi}{2k+1}}\int Y_{1m}^*\,Y_{k,m-m'}\,Y_{1m'}\,d\Omega .$$

For $p$ orbitals parity excludes odd $k$, and angular momentum excludes $k>2$. The monopole factor is $c^0(m,m')=\delta_{mm'}$. The diagonal quadrupole factor is the mean of $(3\cos^2\theta-1)/2$ in the orbital. The mean of $\cos^2\theta$ is $\tfrac35$ for $m=0$ and $\tfrac15$ for $m=\pm1$, so $c^2(0,0)=\tfrac25$ and $c^2(\pm1,\pm1)=-\tfrac15$, with equal signs in the latter. One off-diagonal factor is needed. From $Y_{11}\propto-\sin\theta\,e^{i\phi}$, $Y_{10}\propto\cos\theta$ and $Y_{21}\propto-\sin\theta\cos\theta\,e^{i\phi}$, with their normalizations,

$$c^2(1,0)=\sqrt{\tfrac32}\,\frac{3}{4\pi\sqrt2}\int\sin^2\theta\cos^2\theta\,d\Omega
=\frac{3\sqrt3}{2}\left(\frac13-\frac15\right)=\frac{\sqrt3}{5}.$$

It is convenient to write $F_2=F^2/25$. The determinant with $m=1$ and $m=0$, both spins up, has $M_L=M_S=1$ and belongs to ${}^3P$. Its energy is $J_{10}-K_{10}$, where the direct part is $F^0-2F_2$ and the exchange part is $3F_2$. The determinant with both electrons in $m=1$ and opposite spins has $M_L=2$ and belongs to ${}^1D$. Exchange vanishes for opposite spins, so its energy is $J_{11}=F^0+F_2$.

For ${}^1S$, consider the three determinants with $M_L=M_S=0$. Two have one electron in $m=1$ and the other in $m=-1$, with opposite spins, and each has the diagonal energy $F^0+F_2$. The third has both electrons in $m=0$ and the diagonal energy $F^0+4F_2$. The trace, $3F^0+6F_2$, equals the sum of the three term energies, since each term has one state with $M_L=M_S=0$. Subtracting the two known energies leaves $F^0+10F_2$. Altogether,

$$E({}^3P)=F^0-5F_2,\quad E({}^1D)=F^0+F_2,\quad E({}^1S)=F^0+10F_2 .$$

In (6) the coefficients on each line sum to three, so $F^0$ always appears as $3F^0$. The coefficients of $F_2$ are $-15$ for ${}^4S$, $\tfrac32(-5+1)=-6$ for ${}^2D$, and $-\tfrac{15}2+\tfrac56+\tfrac{20}3=0$ for ${}^2P$:

$$E({}^4S)=3F^0-15F_2,\quad E({}^2D)=3F^0-6F_2,\quad E({}^2P)=3F^0 . \tag{8}$$

The ${}^2D$ energy can be confirmed from a single determinant, the one with $M_L=2$, $M_S=\tfrac12$: two electrons of opposite spin in $m=1$ and one with spin up in $m=0$. Its three pairs contribute $F^0+F_2$, $F^0-5F_2$ and, for the pair with opposite spins in different orbitals, $F^0-2F_2$. The sum is again $3F^0-6F_2$.

As an example with round model parameters, take $F^0=12$ eV and $F^2=5$ eV, so that $F_2=0.2$ eV. The energies of ${}^3P$, ${}^1D$ and ${}^1S$ are then $11.0$, $12.2$ and $14.0$ eV. From (6),

$$\begin{aligned}
E({}^4S)&=3(11.0)=33.0\ \text{eV},\\
E({}^2D)&=\tfrac32(11.0+12.2)=34.8\ \text{eV},\\
E({}^2P)&=\tfrac32(11.0)+\tfrac56(12.2)+\tfrac23(14.0)=36.0\ \text{eV}.
\end{aligned}$$

Direct evaluation in the space of all 20 determinants gives the same three values. The upper interval divided by the lower one is $1.8/1.2=3/2$ in $p^2$ and $1.2/1.8=2/3$ in $p^3$. For the Coulomb repulsion within one configuration with a fixed radial function, these ratios do not depend on the parameters, because each interval is a fixed multiple of $F_2$. Real atoms depart from them, because mixing with other configurations, notably the excitation of the $2s$ pair into the $2p$ shell, reduces the upper interval: the measured ratios are about $1.1$ for carbon and $0.5$ for nitrogen.

Equation (6) is more general than (8), and this can be tested with pair energies that no choice of $F^0$ and $F^2$ would produce. For $1.0$, $2.5$ and $-0.7$ eV in ${}^3P$, ${}^1D$ and ${}^1S$, both (6) and direct evaluation give $3.00$, $5.25$ and $3.12$ eV for ${}^4S$, ${}^2D$ and ${}^2P$. Here ${}^2P$ lies below ${}^2D$, as (7) requires when ${}^1S$ lies below ${}^1D$.

The $d$ shell shows what happens when parents are repeated. The configuration $d^3$ has two ${}^2D$ terms, distinguished by their seniority, the number of electrons left after all pairs coupled to $S=L=0$ have been removed. One has seniority 1, a single $d$ electron plus such a pair; the other has seniority 3 and contains no such pair. Both are parents of the ${}^3F$ state of $d^4$ with seniority 2. With $F^4=3$ eV added to the parameters above, their weights are $0.375$ and $0.0179$, and the Coulomb element between them has the size $0.935$ eV. The two equal cross terms in (3), with $N/(N-2)=2$, therefore contribute an energy of size

$$2\times2\sqrt{0.375\times0.0179}\times0.935\ \text{eV}\approx0.306\ \text{eV}.$$

The explicit calculation shows that the contribution is positive. Its sign does not depend on the phases chosen for the two parents, since each phase enters once through a coefficient and once through the matrix element.

With these parents of definite seniority, the diagonal parent energies alone give $71.2245$ eV, whereas the full sum and the direct evaluation both give $71.5306$ eV. The difference looks small beside the total, but the six pairs contribute $6F^0=72$ eV to every term of $d^4$. Measured from this common value, the correct energy is $-0.469$ eV and the diagonal sum gives $-0.776$ eV, an error of about 65% relative to the correct shift. The value $71.531$ eV is itself a diagonal matrix element rather than a final term energy: $d^4$ has a second ${}^3F$ term, of seniority 4, and in general the $2\times2$ matrix given by (3) must be diagonalized.

## Values computed for the example and the checks

```
F0 = 12.0 eV, F2 = 5.0 eV, F4 (d shell only) = 3.0 eV
F_2 = F2/25 = 0.200 eV
number of states: p^2 15, p^3 20
p^2 3P energy, direct: 11.0000 eV
p^2 1D energy, direct: 12.2000 eV
p^2 1S energy, direct: 14.0000 eV
p^3 4S parent weights by electron removal: 3P 1, 1D 0, 1S 0
p^3 4S weighted parent energy: 11.0000 eV
p^3 4S energy: from parents 33.0000 eV, direct 33.0000 eV
p^3 4S, arbitrary interaction: from parents 3.0000 eV, direct 3.0000 eV
p^3 2D parent weights by electron removal: 3P 1/2, 1D 1/2, 1S 0
p^3 2D weighted parent energy: 11.6000 eV
p^3 2D energy: from parents 34.8000 eV, direct 34.8000 eV
p^3 2D, arbitrary interaction: from parents 5.2500 eV, direct 5.2500 eV
p^3 2P parent weights by electron removal: 3P 1/2, 1D 5/18, 1S 2/9
p^3 2P weighted parent energy: 12.0000 eV
p^3 2P energy: from parents 36.0000 eV, direct 36.0000 eV
p^3 2P, arbitrary interaction: from parents 3.1167 eV, direct 3.1167 eV
arbitrary pair energies: 3P 1.0 eV, 1D 2.5 eV, 1S -0.7 eV
interval ratio p^2 (1S-1D)/(1D-3P) = 1.5000
interval ratio p^3 (2P-2D)/(2D-4S) = 0.6667
d^4 3F (seniority 2), weight of parent 2D seniority 1: 0.37500
d^4 3F (seniority 2), weight of parent 2D seniority 3: 0.01786
d^3 size of Coulomb element between the two 2D terms: 0.9352 eV
d^4 3F (seniority 2) energy, direct: 71.5306 eV
d^4 3F from diagonal parent energies only: 71.2245 eV
d^4 3F contribution of the cross terms: 0.3061 eV
d^4 3F from the full parent sum: 71.5306 eV
```
